# Double-Harmonic Infrared Intensities from Dipole Derivatives: a program that tests the result

```python
"""Double-harmonic infrared intensity.

Result under test (Hartree atomic units):
    A_k = N_A * pi / (3 c^2) * |d mu / d Q_k|^2
A_k : net Napierian absorption of mode k integrated over wavenumber, per mole
Q_k : mass-weighted normal coordinate;  mu : molecular dipole moment
c   : speed of light (1/fine-structure constant);  N_A : Avogadro constant
With |d mu/d Q|^2 in debye^2 / (angstrom^2 amu) the factor is 42.256 km/mol.
"""
import math
import numpy as np
from scipy import constants as sc
from scipy.special import lpmv

C_AU = 1.0 / sc.fine_structure
BOHR = sc.physical_constants["Bohr radius"][0]
AMU = sc.atomic_mass / sc.m_e
DEBYE_SI = 1e-21 / sc.c
DEBYE = DEBYE_SI / (sc.e * BOHR)
ANGSTROM = 1e-10 / BOHR
UNIT_SQ = (DEBYE / ANGSTROM) ** 2 / AMU   # 1 D^2/(A^2 amu) in e^2/m_e
KM_PER_MOL = sc.N_A * BOHR / 1000.0      # one bohr per molecule in km/mol

# ---- The constant by atomic units and by SI units ----
factor_au = KM_PER_MOL * math.pi / (3 * C_AU**2)
factor = factor_au * UNIT_SQ
factor_si = (sc.N_A / (12 * sc.epsilon_0 * sc.c**2)
             * (DEBYE_SI / 1e-10) ** 2 / sc.atomic_mass / 1000.0)
assert abs(factor / factor_si - 1) < 1e-7
assert round(factor, 3) == 42.256


# ---- The constant from the energy absorbed by a driven quantum oscillator ----
def absorbed_energies(omega, slope, peak_field, width, dt):
    """Energy gains for starts n=0, n=2 (rows) and three field axes (columns)."""
    n_grid, length = 128, 160.0
    dq = length / n_grid
    q = (np.arange(n_grid) - n_grid // 2) * dq
    k = 2 * np.pi * np.fft.fftfreq(n_grid, dq)
    gauss = np.exp(-omega * q**2 / 2)
    starts = [gauss, (4 * omega * q**2 - 2) * gauss]
    psi = np.array([s / np.linalg.norm(s) for s in starts for _ in range(3)],
                   dtype=complex)
    coupling = np.tile(slope, 2)[:, None] * q[None, :]
    potential = 0.5 * omega**2 * q**2

    def energy(state):
        in_k = np.fft.fft(state, axis=1)
        kinetic = np.sum(abs(in_k) ** 2 * k**2 / 2, axis=1) / n_grid
        return kinetic + np.sum(abs(state) ** 2 * potential, axis=1)

    times = np.arange(-6 * width, 6 * width, dt) + dt / 2
    field = peak_field * np.exp(-times**2 / (2 * width**2)) * np.cos(omega * times)
    spectrum = np.sum(field * np.exp(1j * omega * times)) * dt
    before = energy(psi)
    free = np.exp(-1j * dt * k**2 / 2)
    for value in field:
        half = np.exp(-0.5j * dt * (potential - value * coupling))
        psi = half * np.fft.ifft(free * np.fft.fft(half * psi, axis=1), axis=1)
    return (energy(psi) - before).reshape(2, 3), abs(spectrum) ** 2


pulse_omega = 0.01
unit_slope = math.sqrt(UNIT_SQ) * np.array([1.0, 2.0, 2.0]) / 3.0
gains, spectrum_sq = absorbed_energies(pulse_omega, unit_slope, 0.01, 600.0, 2.0)
fluence = C_AU * spectrum_sq / (4 * math.pi**2)
pulse_factor = (gains.mean(axis=1) / fluence / (2 * math.pi * C_AU)) * KM_PER_MOL
# The split-step error is of order (omega*dt)^2 = 4e-4.
assert np.all(abs(pulse_factor / factor - 1) < 5e-4)


# ---- Thermal sums and anharmonic limits on a grid, in units omega = 1 ----
def grid_levels(potential, q):
    dq = q[1] - q[0]
    diff = np.arange(len(q))[:, None] - np.arange(len(q))[None, :]
    safe = np.where(diff == 0, 1, diff)
    kinetic = np.where(diff == 0, np.pi**2 / 6, (-1.0) ** abs(diff) / safe**2) / dq**2
    return np.linalg.eigh(kinetic + np.diag(potential))


def net_ladder_strength(levels, states, q, kt, count):
    """Net n -> n+1 strength relative to the double-harmonic value."""
    weights = np.exp(-(levels - levels[0]) / kt)
    weights /= weights.sum()
    total = 0.0
    for n in range(count):
        element = np.sum(states[:, n] * q * states[:, n + 1])
        total += ((weights[n] - weights[n + 1]) * 2
                  * (levels[n + 1] - levels[n]) * element**2)
    return total


q_harm = np.linspace(-15, 15, 201)
e_harm, u_harm = grid_levels(q_harm**2 / 2, q_harm)
thermal = {kt: net_ladder_strength(e_harm, u_harm, q_harm, kt, 40)
           for kt in (0.3, 1.0)}
assert all(abs(value - 1) < 1e-6 for value in thermal.values())

anharmonicity = 0.02                       # Morse x_e
well_depth = 1 / (4 * anharmonicity)
morse_range = math.sqrt(2 * anharmonicity)
q_morse = np.linspace(-6, 54, 401)
e_morse, u_morse = grid_levels(
    well_depth * (1 - np.exp(-morse_range * q_morse)) ** 2, q_morse)


def ground_strengths(curvature):
    dipole = q_morse + curvature * q_morse**2
    elements = u_morse.T @ (dipole * u_morse[:, 0])
    return 2 * (e_morse - e_morse[0]) * elements**2


morse_linear = ground_strengths(0.0)
morse_plus = ground_strengths(0.1)[1]
morse_minus = ground_strengths(-0.1)[1]
assert abs(e_morse[1] - e_morse[0] - (1 - 2 * anharmonicity)) < 1e-5
assert abs(morse_linear.sum() - 1) < 1e-5
assert morse_linear[1] < 1
assert morse_minus < morse_linear[1] < morse_plus

# ---- Rotational structure of a parallel band, linear molecule ----
nodes, node_weights = np.polynomial.legendre.leggauss(40)


def polar_function(j, m):
    norm = math.sqrt((2 * j + 1) / 2 * math.factorial(j - m) / math.factorial(j + m))
    return norm * lpmv(m, j, nodes)


j_start = 3
line_strength = {}
for j_end in (j_start - 1, j_start + 1):
    line_strength[j_end] = sum(
        (1 if m == 0 else 2) * np.sum(node_weights * nodes * polar_function(j_start, m)
                                     * polar_function(j_end, m)) ** 2
        for m in range(min(j_start, j_end) + 1))
rotor_total = sum(line_strength.values()) / (2 * j_start + 1)
mean_shift = sum(s * (j * (j + 1) - j_start * (j_start + 1))
                 for j, s in line_strength.items()) / sum(line_strength.values())
assert abs(rotor_total - 1 / 3) < 1e-10
assert abs(mean_shift - 2) < 1e-10

# ---- Model bent molecule XY2: atom order X, Y, Y; plane yz, symmetry axis z ----
MASS_X, MASS_Y = 12.0, 2.0                # amu
BOND, ANGLE = 2.0, math.radians(100.0)    # bohr, rad
K_STRETCH, K_BEND = 0.5, 0.15             # Eh/bohr^2, Eh/rad^2
CHARGE, FLUX = 0.3, 0.1                   # e, e/bohr
masses = np.repeat([MASS_X, MASS_Y, MASS_Y], 3) * AMU
sin_half, cos_half = math.sin(ANGLE / 2), math.cos(ANGLE / 2)
x_eq = np.array([0, 0, 0, 0, BOND * sin_half, BOND * cos_half,
                 0, -BOND * sin_half, BOND * cos_half])


def bonds(x):
    b1, b2 = x[..., 3:6] - x[..., 0:3], x[..., 6:9] - x[..., 0:3]
    return b1, b2, np.sqrt((b1 * b1).sum(-1)), np.sqrt((b2 * b2).sum(-1))


def potential_energy(x):
    b1, b2, r1, r2 = bonds(x)
    angle = np.arccos((b1 * b2).sum(-1) / (r1 * r2))
    return (0.5 * K_STRETCH * ((r1 - BOND) ** 2 + (r2 - BOND) ** 2)
            + 0.5 * K_BEND * (angle - ANGLE) ** 2)


def dipole_moment(x, flux=FLUX):
    b1, b2, r1, r2 = bonds(x)
    return ((CHARGE + flux * (r1 - BOND))[..., None] * b1
            + (CHARGE + flux * (r2 - BOND))[..., None] * b2)


def gradient(x, h=1e-5):
    steps = h * np.eye(9)
    points = np.concatenate([x[..., None, :] + steps, x[..., None, :] - steps], axis=-2)
    values = potential_energy(points)
    return (values[..., :9] - values[..., 9:]) / (2 * h)


def polar_tensor(flux=FLUX, h=1e-4):
    steps = h * np.eye(9)
    return (dipole_moment(x_eq + steps, flux) - dipole_moment(x_eq - steps, flux)) / (2 * h)


step = 1e-3 * np.eye(9)
hessian = (gradient(x_eq + step) - gradient(x_eq - step)) / 2e-3
hessian = (hessian + hessian.T) / 2
eigenvalues, modes = np.linalg.eigh(hessian / np.sqrt(np.outer(masses, masses)))
assert np.max(abs(eigenvalues[:6])) < 1e-4 * eigenvalues[6]
frequencies = np.sqrt(eigenvalues[6:])
vibrations = modes[:, 6:]


def mode_slopes(flux):
    return (polar_tensor(flux) / np.sqrt(masses)[:, None]).T @ vibrations


tensor = polar_tensor()
slopes = mode_slopes(FLUX)
slopes_sq = (slopes**2).sum(axis=0)
intensities = factor * slopes_sq / UNIT_SQ
fixed_charge = factor * (mode_slopes(0.0) ** 2).sum(axis=0) / UNIT_SQ
axis_share = slopes[2] ** 2 / slopes_sq
assert np.allclose(axis_share, [1, 1, 0], atol=1e-5)
antisymmetric = math.sqrt(K_STRETCH / AMU * (1 / MASS_Y + (1 - math.cos(ANGLE)) / MASS_X))
assert abs(frequencies[2] / antisymmetric - 1) < 1e-5

# Sum rule: all Cartesian slopes minus the rotation of the permanent dipole.
positions = x_eq.reshape(3, 3)
atom_masses = masses[::3]
positions = positions - atom_masses @ positions / atom_masses.sum()
inertia = sum(m * (np.dot(r, r) * np.eye(3) - np.outer(r, r))
              for m, r in zip(atom_masses, positions))
moments, axes = np.linalg.eigh(inertia)
permanent = dipole_moment(x_eq)
rotation_part = sum(np.sum(np.cross(axes[:, a], permanent) ** 2) / moments[a]
                    for a in range(3))
cartesian_part = np.sum(tensor**2 / masses[:, None])
assert abs((cartesian_part - rotation_part) / slopes_sq.sum() - 1) < 1e-5

# Trajectories after an impulsive field along +x,+y,+z,-x,-y,-z.
kick, dt, n_steps = 0.002, 2.0, 8000
velocity = kick * np.concatenate([tensor.T, -tensor.T]) / masses
position = np.tile(x_eq, (6, 1))
acceleration = -gradient(position) / masses
signal = np.empty(n_steps)
for i in range(n_steps):
    velocity = velocity + 0.5 * dt * acceleration
    position = position + dt * velocity
    acceleration = -gradient(position) / masses
    velocity = velocity + 0.5 * dt * acceleration
    mu = dipole_moment(position)
    signal[i] = np.trace(mu[:3] - mu[3:]) / (2 * kick)
time = dt * np.arange(1, n_steps + 1)
columns = np.column_stack([np.sin(w * time) / w for w in frequencies] + [time])
scale = np.linalg.norm(columns, axis=0)
fit = np.linalg.lstsq(columns / scale, signal, rcond=None)[0] / scale
trajectory_intensities = factor_au * fit[:3]
# Time-step phase drift mixes the two close stretches at the 0.1 percent level.
assert np.all(abs(trajectory_intensities / intensities - 1) < 0.01)
assert abs(fit[3] / rotation_part - 1) < 0.01

# ---- Output ----
print(f"1 debye = {DEBYE:.6f} e bohr")
print(f"1 angstrom = {ANGSTROM:.6f} bohr")
print(f"1 amu = {AMU:.4f} m_e")
print(f"speed of light = {C_AU:.5f} atomic units")
print(f"N_A times one bohr = {KM_PER_MOL:.6e} km/mol")
print(f"1 D^2/(A^2 amu) = {UNIT_SQ:.6e} e^2/m_e")
print(f"factor per e^2/m_e = {factor_au:.6e} km/mol")
print(f"factor per e^2/amu = {factor_au / AMU:.3f} km/mol")
print(f"factor per D^2/(A^2 amu), atomic units route = {factor:.4f} km/mol")
print(f"factor per D^2/(A^2 amu), SI route = {factor_si:.4f} km/mol")
print(f"same factor, decadic logarithm = {factor / math.log(10):.4f} km/mol")
print(f"factor from pulse, start n=0 = {pulse_factor[0]:.3f} km/mol")
print(f"factor from pulse, start n=2 = {pulse_factor[1]:.3f} km/mol")
for kt, value in thermal.items():
    print(f"harmonic net strength at kT = {kt} omega: {value:.6f} (relative)")
print(f"rotor J={j_start}: orientation factor = {rotor_total:.6f}")
print(f"rotor J={j_start}: mean line shift = {mean_shift:.6f} B")
print(f"Morse x_e = {anharmonicity}, well depth = {well_depth:.2f} omega")
print(f"Morse, linear dipole: all transitions = {morse_linear.sum():.5f} (relative)")
print(f"Morse, linear dipole: fundamental = {morse_linear[1]:.5f} (relative)")
print(f"Morse, linear dipole: first overtone = {morse_linear[2]:.5f} (relative)")
print(f"Morse, dipole Q+0.1Q^2: fundamental = {morse_plus:.5f} (relative)")
print(f"Morse, dipole Q-0.1Q^2: fundamental = {morse_minus:.5f} (relative)")
print(f"XY2 masses: X = {MASS_X:.0f} amu, Y = {MASS_Y:.0f} amu")
print(f"XY2 bond = {BOND:.1f} bohr, angle = {math.degrees(ANGLE):.0f} degrees")
print(f"XY2 stretch constant = {K_STRETCH} Eh/bohr^2, bend = {K_BEND} Eh/rad^2")
print(f"XY2 bond charge = {CHARGE} e, charge flux = {FLUX} e/bohr")
print(f"XY2 permanent dipole = {np.linalg.norm(permanent):.5f} e bohr")
print(f"Y atom at +y: dmu_x/dx = {tensor[3, 0]:.5f} e")
print(f"Y atom at +y: dmu_y/dy = {tensor[4, 1]:.5f} e")
print(f"Y atom at +y: dmu_z/dz = {tensor[5, 2]:.5f} e")
print(f"Y atom at +y: dmu_y/dz = dmu_z/dy = {tensor[5, 1]:.5f} e")
for i, name in enumerate(["bend", "symmetric stretch", "antisymmetric stretch"]):
    print(f"{name}: omega = {frequencies[i]:.6f} Eh")
    print(f"  |dmu/dQ|^2 = {slopes_sq[i] / UNIT_SQ:.5f} D^2/(A^2 amu)")
    print(f"  share along symmetry axis = {abs(axis_share[i]):.4f}")
    print(f"  A = {intensities[i]:.3f} km/mol; trajectory {trajectory_intensities[i]:.3f}")
    print(f"  A without charge flux = {fixed_charge[i]:.3f} km/mol")
print(f"sum of A over vibrations = {intensities.sum():.3f} km/mol")
print(f"Cartesian sum = {factor_au * cartesian_part:.3f} km/mol")
print(f"rotational part = {factor_au * rotation_part:.3f} km/mol")
print("OK")
```

Running it gives:

```
1 debye = 0.393430 e bohr
1 angstrom = 1.889726 bohr
1 amu = 1822.8885 m_e
speed of light = 137.03600 atomic units
N_A times one bohr = 3.186780e+10 km/mol
1 D^2/(A^2 amu) = 2.377813e-05 e^2/m_e
factor per e^2/m_e = 1.777098e+06 km/mol
factor per e^2/amu = 974.880 km/mol
factor per D^2/(A^2 amu), atomic units route = 42.2561 km/mol
factor per D^2/(A^2 amu), SI route = 42.2561 km/mol
same factor, decadic logarithm = 18.3516 km/mol
factor from pulse, start n=0 = 42.256 km/mol
factor from pulse, start n=2 = 42.256 km/mol
harmonic net strength at kT = 0.3 omega: 1.000000 (relative)
harmonic net strength at kT = 1.0 omega: 1.000000 (relative)
rotor J=3: orientation factor = 0.333333
rotor J=3: mean line shift = 2.000000 B
Morse x_e = 0.02, well depth = 12.50 omega
Morse, linear dipole: all transitions = 1.00000 (relative)
Morse, linear dipole: fundamental = 0.97917 (relative)
Morse, linear dipole: first overtone = 0.01995 (relative)
Morse, dipole Q+0.1Q^2: fundamental = 1.08215 (relative)
Morse, dipole Q-0.1Q^2: fundamental = 0.88133 (relative)
XY2 masses: X = 12 amu, Y = 2 amu
XY2 bond = 2.0 bohr, angle = 100 degrees
XY2 stretch constant = 0.5 Eh/bohr^2, bend = 0.15 Eh/rad^2
XY2 bond charge = 0.3 e, charge flux = 0.1 e/bohr
XY2 permanent dipole = 0.77135 e bohr
Y atom at +y: dmu_x/dx = 0.30000 e
Y atom at +y: dmu_y/dy = 0.41736 e
Y atom at +y: dmu_z/dz = 0.38264 e
Y atom at +y: dmu_y/dz = dmu_z/dy = 0.09848 e
bend: omega = 0.004901 Eh
  |dmu/dQ|^2 = 1.31700 D^2/(A^2 amu)
  share along symmetry axis = 1.0000
  A = 55.651 km/mol; trajectory 55.652
  A without charge flux = 57.315 km/mol
symmetric stretch: omega = 0.012514 Eh
  |dmu/dQ|^2 = 3.41046 D^2/(A^2 amu)
  share along symmetry axis = 1.0000
  A = 144.113 km/mol; trajectory 144.159
  A without charge flux = 59.671 km/mol
antisymmetric stretch: omega = 0.012805 Eh
  |dmu/dQ|^2 = 4.62539 D^2/(A^2 amu)
  share along symmetry axis = 0.0000
  A = 195.451 km/mol; trajectory 195.449
  A without charge flux = 76.558 km/mol
sum of A over vibrations = 395.215 km/mol
Cartesian sum = 552.628 km/mol
rotational part = 157.413 km/mol
OK
```
